# When an Anharmonic Phonon Spectral Function Becomes a Lorentzian Quasiparticle Peak

## Definitions and conventions

The algebra uses atomic units with \(\hbar=1\), so energies and angular frequencies coincide. Consider one phonon mode that symmetry keeps from mixing with other branches. Its harmonic energy is \(\omega_0\) and its displacement operator is \(A=a+a^\dagger\). The Hamiltonian is

\[
H=\omega_0\left(a^\dagger a+\tfrac12\right)+H_B+AB ,
\]

where \(H_B\) and \(B\) contain only other phonons. For operators \(X,Y\) the retarded function is

\[
G_{XY}(t)=-i\theta(t)\langle[X(t),Y(0)]\rangle,\qquad
G_{XY}(\omega)=\int dt\,e^{i\omega t}G_{XY}(t),
\]

with \(\omega\) meaning \(\omega+i0\). Write \(G=G_{AA}\) and define \(S(\omega)=-\operatorname{Im}G(\omega)/\pi\).

With energy eigenstates \(m,n\) and thermal probabilities \(p_m\),

\[
S(\omega)=\sum_{mn}(p_m-p_n)|A_{mn}|^2\,\delta(\omega-E_n+E_m).
\]

Exchanging \(m\) and \(n\) shows that \(S\) is odd. For \(\omega>0\) the lower state is the more probable, so \(S\ge0\).

## Lemma 1: Dyson's equation and the line shape

Define \(\Pi\) by \(G_{BA}=\Pi G\), and write \(\Pi=\Delta-i\Gamma\). Then

\[
G=\frac{2\omega_0}{\omega^2-\omega_0^2-2\omega_0\Pi(\omega)},
\]
\[
S=\frac1\pi\,\frac{4\omega_0^2\Gamma}{[\omega^2-\omega_0^2-2\omega_0\Delta]^2+4\omega_0^2\Gamma^2}. \tag{1}
\]

**Proof.** Let \(P=a-a^\dagger\). From \([a,H]=\omega_0a+B\) and \([a^\dagger,H]=-\omega_0a^\dagger-B\),

\[
i\dot A=\omega_0P,\qquad i\dot P=\omega_0A+2B .
\]

Differentiating \(\theta(t)\) adds the equal-time commutator. Since \([A,A]=0\) and \([P,A]=2\),

\[
\omega G=\omega_0G_{PA},\qquad \omega G_{PA}=2+\omega_0G+2G_{BA}.
\]

Eliminating \(G_{PA}\) gives \((\omega^2-\omega_0^2)G=2\omega_0(1+G_{BA})\). Without coupling this is \(G_0=2\omega_0/(\omega^2-\omega_0^2)\). With coupling, \(G=G_0+G_0\Pi G\), which is Dyson's equation. Solving for \(G\) gives the first formula. Its denominator is \(R+2i\omega_0\Gamma\), with

\[
R(\omega)=\omega^2-\omega_0^2-2\omega_0\Delta(\omega),
\]

and the imaginary part of its inverse is \(-2\omega_0\Gamma/(R^2+4\omega_0^2\Gamma^2)\). This gives (1). ∎

Because \(S\ge0\) for \(\omega>0\), also \(\Gamma\ge0\) there: the mode loses energy.

## Lemma 2: the self-energy from cubic anharmonicity

Let \(B=VA_1A_2\) with \(\omega_2>\omega_1\) and Bose occupations \(n_1,n_2\). To second order in \(V\),

\[
\Pi=V^2\left[\frac{(n_1+n_2+1)\,2E_+}{\omega^2-E_+^2}+\frac{(n_1-n_2)\,2E_-}{\omega^2-E_-^2}\right],
\]
\[
E_\pm=\omega_2\pm\omega_1. \tag{2}
\]

**Proof.** Apply the equations of motion to the second operator, using \(\langle[X(t),Y(0)]\rangle=\langle[X(0),Y(-t)]\rangle\). The time derivative now carries a minus sign, and \(B\) commutes with \(A\) and \(P\), so

\[
\omega G_{BA}=-\omega_0G_{BP},\qquad \omega G_{BP}=-\omega_0G_{BA}-2G_{BB}.
\]

Hence \(G_{BA}=G_0G_{BB}\), and \(G=G_0+G_0G_{BB}G_0\). Comparison with Dyson's equation shows that, to second order, \(\Pi\) is \(G_{BB}\) evaluated with uncoupled phonons.

Expand \(A_1A_2\) into \(a_1a_2\), \(a_1^\dagger a_2\) and their adjoints. An operator \(X\) evolving as \(e^{-iEt}\), together with \(X^\dagger\), contributes

\[
\langle[X,X^\dagger]\rangle\left(\frac1{\omega-E}-\frac1{\omega+E}\right)=\langle[X,X^\dagger]\rangle\frac{2E}{\omega^2-E^2}.
\]

For \(X=a_1a_2\), \(E=E_+\) and the commutator average is \((n_1+1)(n_2+1)-n_1n_2=n_1+n_2+1\). For \(X=a_1^\dagger a_2\), \(E=E_-\) and it is \(n_1(n_2+1)-n_2(n_1+1)=n_1-n_2\). ∎

The first term is decay into two phonons. In the second, the mode absorbs phonon 1 and creates phonon 2. As a test, three quantum modes with energies 1, 0.6 and 0.9, \(k_BT=0.25\) and \(V=10^{-3}\) were diagonalized in a truncated basis, which is needed because a purely cubic coupling has no lowest energy. At \(\omega=0.8+0.3i\) the quantity \((G-G_0)/G_0^2\), which equals \(\Pi\) to second order, differed from (2) by a relative \(1.5\times10^{-5}\); for \(\Pi=G_{BA}/G\) itself the difference is \(1.1\times10^{-5}\). Both grow as \(V^2\), as expected of the next order.

For a continuum of distinct pairs, collect \(V^2\) times the occupation factors into a density \(J(E)\). Since \(\operatorname{Im}(\omega+i0-E)^{-1}=-\pi\delta(\omega-E)\), for \(\omega>0\)

\[
\Gamma(\omega)=\pi J(\omega),\qquad
\Delta(\omega)=\mathcal P\!\int_0^\infty dE\,J(E)\frac{2E}{\omega^2-E^2}. \tag{3}
\]

The same density fixes damping and shift, so they cannot be chosen independently at all energies.

## Lemma 3: two moments

Assume that the coupled system is stable, that \(\Pi/\omega^2\to0\) at high frequency, and that the integrals below converge. Then

\[
\int_0^\infty \omega S\,d\omega=\omega_0,\qquad
2\int_0^\infty\frac{S}{\omega}\,d\omega=\frac{2}{\omega_0+2\Delta(0)}. \tag{4}
\]

**Proof.** The eigenstate sum gives \(G(\omega)=\int_{-\infty}^{\infty}S(\omega')/(\omega-\omega')\,d\omega'\). At large \(\omega\) the \(1/\omega\) term vanishes because \(S\) is odd, and the next is \(\omega^{-2}\int\omega'S\,d\omega'\). Lemma 1 gives \(G\to2\omega_0/\omega^2\). Equating the two and halving the even integral gives the first result. At \(\omega=0\) the representation gives \(G(0)=-2\int_0^\infty S/\omega\,d\omega\), while Lemma 1 gives \(G(0)=-2/[\omega_0+2\Delta(0)]\). ∎

A single Lorentzian cannot be the full \(S\). It does not vanish at \(\omega=0\), as an odd continuous function must, and its first moment diverges logarithmically at large positive \(\omega\). The Lorentzian limit therefore concerns a window around a peak.

## Theorem: the quasiparticle limit

Let \(\Omega>0\) satisfy \(R(\Omega)=0\), and define, with derivatives taken at \(\Omega\),

\[
Z=\frac{\omega_0}{\Omega-\omega_0\Delta'},\qquad \gamma=Z\,\Gamma(\Omega),\qquad x=\frac{\omega-\Omega}{\gamma},
\]
\[
g=\gamma\frac{\Gamma'}{\Gamma},\qquad k=\frac{\gamma Z(1-\omega_0\Delta'')}{2\omega_0}.
\]

Scale the self-energy as \(\Pi=\lambda\hat\Pi\), with \(\hat\Pi\) fixed, three times differentiable near \(\Omega\), and \(\hat\Gamma(\Omega)>0\). Hold \(\Omega\) fixed by adjusting \(\omega_0\). Then, for \(\lambda\to0\) and \(x\) in any fixed bounded interval,

\[
S=\frac{Z}{\pi\gamma}\frac1{1+x^2}\left[1-\frac{gx}{1+x^2}+\frac{(g-2k)x^3}{1+x^2}+O(\lambda^2)\right]. \tag{5}
\]

**Proof.** Since \(R'(\Omega)=2\Omega-2\omega_0\Delta'=2\omega_0/Z\) and \(R''(\Omega)=2(1-\omega_0\Delta'')\), Taylor expansion with \(\omega-\Omega=\gamma x\) gives

\[
R=\frac{2\omega_0\gamma}{Z}\left[x+kx^2+O(\lambda^3)\right].
\]

The error is small because \(\gamma=O(\lambda)\) and \(R'''=-2\omega_0\Delta'''=O(\lambda)\). Likewise, using \(\Gamma(\Omega)=\gamma/Z\),

\[
2\omega_0\Gamma(\omega)=\frac{2\omega_0\gamma}{Z}\left[1+gx+O(\lambda^2)\right].
\]

Insert both in (1). One common factor remains in the denominator:

\[
S=\frac{Z}{\pi\gamma}\,\frac{1+gx}{(x+kx^2)^2+(1+gx)^2}+\cdots .
\]

Both \(g\) and \(k\) are \(O(\lambda)\). To first order the denominator is \(1+x^2+2kx^3+2gx\), so the factor multiplying \(1/(1+x^2)\) is

\[
1+gx-\frac{2kx^3+2gx}{1+x^2}=1+\frac{(g-2k)x^3-gx}{1+x^2}. \qquad ∎
\]

At leading order

\[
S\simeq L(\omega)=\frac{Z}{\pi}\frac{\gamma}{(\omega-\Omega)^2+\gamma^2}.
\]

At finite coupling the expansion needs \(|gx|\) and \(|kx|\) to be small and the higher Taylor terms negligible over the window. Weakness means \(\gamma\ll\Omega\); slow variation applies to \(\Delta\) as well as \(\Gamma\). The factor \(Z\) comes from the slope of \(R\). It is not a probability and may exceed one.

### Corollary: position, widths and lifetime

Near \(x=0\), the bracket and Lorentzian together give \(1-x^2-gx\), whose maximum is at \(x=-g/2\). The peak shift is therefore

\[
\omega_{\rm peak}-\Omega\simeq-\frac{g\gamma}{2}. \tag{6}
\]

The height changes only at second order. At a half-height point put \(x=\pm1+\xi\). The Lorentzian changes by \(\mp\xi/2\) and the correction in (5) is \(\mp k/2\). Their sum must vanish, so \(\xi=-k\) on both sides. The full width stays \(2\gamma\) to first order. Measured from the shifted peak, the half-widths are

\[
\gamma_{\rm right,left}\simeq\gamma\left[1\pm\left(\frac g2-k\right)\right]. \tag{7}
\]

Thus \(g\) by itself does not measure asymmetry; \(g-2k\) does.

The spectral representation gives \(G(t)=-2\theta(t)\int_0^\infty S\sin\omega t\,d\omega\). An isolated narrow Lorentzian, with its integral extended to all \(\omega\), gives \(G(t)\simeq-2\theta(t)Ze^{-\gamma t}\sin\Omega t\). Energy goes as amplitude squared, so its lifetime is \(1/(2\gamma)\).

## Remarks on the conditions

**Constant friction.** Let \(\Delta=0\) and \(\Gamma=\eta\omega/(2\omega_0)\), with \(\eta<2\omega_0\). With a cutoff far above the mode, (3) gives this \(\Gamma\) a nearly constant shift that grows in proportion to the cutoff; \(\Delta=0\) means that this constant has been absorbed into \(\omega_0\). Then \(\Omega=\omega_0\), \(Z=1\), \(\gamma=\eta/2\), \(g=\gamma/\omega_0\) and \(k=\gamma/(2\omega_0)\), so \(g-2k=0\). The first-order correction is a displacement without skew. Factoring the denominator of \(G\), with \(\tilde\omega=\sqrt{\omega_0^2-\gamma^2}\), confirms this:

\[
G=\frac{\omega_0}{\tilde\omega}\left[\frac1{\omega-\tilde\omega+i\gamma}-\frac1{\omega+\tilde\omega+i\gamma}\right].
\]

The spectrum is a difference of two Lorentzians. At \(\omega=\tilde\omega\) the ratio of the second to the first is \(\gamma^2/(4\tilde\omega^2+\gamma^2)\).

**Small damping is insufficient.** If \(\Omega\) lies just above a pair threshold, \(\Gamma\) vanishes within the linewidth and its Taylor expansion fails. The PbTe example below has a threshold at 3.0 meV. With its squared coupling reduced to one fifth and \(\omega_0\) retuned to put \(\Omega\) at 3.007 meV, \(\gamma/\Omega=0.0026\). Yet the largest departure from \(L\) within \(|x|\le3\) is 0.55 of the Lorentzian height: just below threshold \(S\) is zero, but \(L\) is not.

**Weak damping is not necessary in a finite window.** Insert into (1), within a window, the trial forms

\[
\Gamma=\frac{\gamma}{Z},\qquad \Delta=\frac{\omega^2-\omega_0^2}{2\omega_0}-\frac{\omega-\Omega}{Z}.
\]

Then \(R=2\omega_0(\omega-\Omega)/Z\), and (1) equals \(L\) there for any \(\gamma\). This needs the tuned curvature \(\Delta''=1/\omega_0\). The trial forms cannot hold exactly: \(\Pi\) is analytic for \(\operatorname{Im}\omega>0\), so equality with a polynomial on an interval would extend to the whole upper half-plane and contradict \(\Pi/\omega^2\to0\). The spectrum alone is less restricted. For any width, \(S\) may equal a Lorentzian in a window of positive frequencies and continue smoothly outside it as a non-negative, rapidly decaying function, with \(S(-\omega)=-S(\omega)\). The spectral representation in Lemma 3 then gives \(G\), and Lemma 1, with \(\omega_0=\int_0^\infty\omega S\,d\omega\), gives a causal \(\Pi\). At high frequency this \(\Pi\) tends to the constant \((M_3-\omega_0^3)/(2\omega_0^2)\), with \(M_3=\int_0^\infty\omega^3S\,d\omega\), whereas (3) with a bounded pair spectrum tends to zero. Rescaling \(S\) by the factor that makes \(M_3=\omega_0^3\) removes the constant and keeps the Lorentzian shape. A Lorentzian fit over a limited range therefore does not prove weak damping.

## Worked example: two regimes at 300 K

One partner phonon has fixed energy \(\omega_1\). The other is spread over \([l,h]\) with normalized density

\[
\rho(\omega_2)=\frac{8\sqrt{(\omega_2-l)(h-\omega_2)}}{\pi(h-l)^2}.
\]

The difference and sum channels have

\[
J_-(E)=v^2\rho(\omega_1+E)(n_1-n_2),
\]
\[
J_+(E)=v^2\rho(E-\omega_1)(n_1+n_2+1),
\]

and their self-energies add. All parameters are round model values.

**Silicon-like optical mode.** Take \(\omega_0=65.0\), \(\omega_1=20.0\), \(l=25.0\), \(h=60.0\) meV and \(v^2=1.00\) meV². The mode lies inside the sum band, 45 to 80 meV. At the solution \(\Delta=0.0372\) meV, \(\Gamma=0.2339\) meV and \(\Delta'=0.01285\). Hence

\[
\Omega=\sqrt{65.0^2+2(65.0)(0.0372)}=65.04\ \text{meV},
\]
\[
Z=\frac{65.0}{65.0372-65.0(0.01285)}=1.012,
\]

and \(\gamma=1.0124\times0.2339=0.237\) meV. Here \(g=-0.0031\) and \(k=0.0019\). Equation (7) gives half-widths of 0.236 meV on the right and 0.238 meV on the left, as the full spectrum does. The largest departure from \(L\) within \(|x|\le3\) is 0.2% of its height. The frequency is 15.7 THz and the energy lifetime 1.39 ps, against a period of 0.064 ps.

**PbTe-like transverse optical mode.** Take \(\omega_0=5.2\), \(\omega_1=5.0\), \(l=8.0\), \(h=14.0\) meV and \(v^2=0.40\) meV². The mode lies in the difference band, 3 to 9 meV. Now \(\Delta=-1.0286\) meV, \(\Gamma=0.4645\) meV and \(\Delta'=0.158\), so

\[
\Omega=\sqrt{5.2^2-2(5.2)(1.0286)}=4.04\ \text{meV},
\]
\[
Z=\frac{5.2}{4.0425-5.2(0.158)}=1.61,
\]

and \(\gamma=0.75\) meV. With \(g=0.386\) and \(k=0.081\), the skew parameter is \(g-2k=0.22\).

The peak is at 3.90 meV. Its shift from \(\Omega\), −0.145 meV, agrees with (6), but this does not show that first order suffices: (7) predicts half-widths of 0.67 meV (left) and 0.83 meV (right), while the spectrum has 0.56 and 0.78 meV. Its full width, 1.34 meV, is 11% below \(2\gamma\). The largest departure from \(L\), 34% of its height, occurs at the 3 meV threshold, where \(S\) vanishes.

The formal value \(1/(2\gamma)=0.44\) ps is shorter than the 1.02 ps period (0.98 THz). Between \(t=1/\gamma\) and \(2/\gamma\), the magnitude of \(\int_0^\infty S e^{-i\omega t}d\omega\) falls by a factor 0.48, not \(e^{-1}=0.368\); for the silicon-like mode it is 0.368. Exponential decay at the rate \(\gamma\) does not describe this PbTe-like mode.

**Approach to the limit.** Hold \(\Omega\) at 4.04 meV and halve \(v^2\) from 0.016 to 0.008 meV². Within \(|x|\le3\), the largest error of \(L\) falls by 2.02 and that of (5) by 4.13, close to the factors 2 and 4 expected from first- and second-order errors.

**Comparison with real crystals.** Silicon's zone-centre optical phonon lies near 65 meV with a room-temperature width of a few tenths of a meV; PbTe's transverse optical phonon lies near 4 meV and is much broader relative to its energy. These are rough values. Neutron spectra of PbTe near the zone centre are reported to show a double-peak structure at room temperature, which this model, with its single peak near the mode energy, does not reproduce. Real pair spectra have several branches and wave-vector-dependent couplings. Partner phonons are also damped: giving each a half-width \(\gamma/2\), by using \(\Pi(\omega+i\gamma)\), moves the PbTe-like peak to 4.20 meV and its width to 1.11 meV, but changes the silicon-like width only from 0.474 to 0.467 meV. This substitution keeps the thermal factors at the undamped phonon energies, so for the PbTe-like mode it shows a strong sensitivity to partner damping rather than a reliable new line shape. Raising the temperature to 330 K with \(\omega_0\) fixed lowers the PbTe-like peak to 3.68 meV, whereas the real mode hardens on heating. The fixed \(\omega_0\) omits the temperature dependence of quartic terms and thermal expansion, so the model should not be used for temperature trends. The PbTe-like static response is 1.42 times the harmonic one. The static correction is therefore not small, and terms beyond the second order kept in (2) may matter for this mode. A Stokes scattering line is weighted by \(1+n(\omega)\); this alone moves the PbTe-like maximum to 3.84 meV, so the factor should be removed before a line shape is fitted. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
== Si optical, rough model regime, T = 300 K ==
omega0 65.0 meV; partner 1 20.0 meV
partner 2 25.0 to 60.0 meV; v2 1.00 meV^2
difference pair band 5.0 to 40.0 meV
sum pair band 45.0 to 80.0 meV
Delta(Omega) 0.0372 meV; Gamma(Omega) 0.2339 meV
Omega 65.0372 meV = 15.726 THz
Delta' 0.01285; Z 1.0124; gamma 0.2368 meV
gamma/Omega 0.00364; g -0.00314; k 0.00186
true peak 65.0376 meV; shift from Omega 0.00037 meV
first-order peak shift 0.00037 meV
half-widths: left 0.2377, right 0.2360 meV
full width: true 0.4737, Lorentz 0.4737 meV
largest Lorentz error / Lorentz height 0.0020
1/(2 gamma) 1.390 ps; period 0.064 ps
amplitude ratio, t=2/gamma to 1/gamma 0.3678
first moment of S 65.00000 meV
static response / harmonic response 1.0039
damped partners: peak 65.037, full width 0.467 meV
T = 330 K: peak 65.042, full width 0.513 meV
Stokes line: peak 65.037, full width 0.474 meV
== PbTe TO, rough model regime, T = 300 K ==
omega0 5.2 meV; partner 1 5.0 meV
partner 2 8.0 to 14.0 meV; v2 0.40 meV^2
difference pair band 3.0 to 9.0 meV
sum pair band 13.0 to 19.0 meV
Delta(Omega) -1.0286 meV; Gamma(Omega) 0.4645 meV
Omega 4.0425 meV = 0.977 THz
Delta' 0.15799; Z 1.6144; gamma 0.7499 meV
gamma/Omega 0.18549; g 0.38611; k 0.08126
true peak 3.8978 meV; shift from Omega -0.14472 meV
first-order peak shift -0.14476 meV
half-widths: left 0.5572, right 0.7800 meV
full width: true 1.3373, Lorentz 1.4997 meV
largest Lorentz error / Lorentz height 0.3394
1/(2 gamma) 0.439 ps; period 1.023 ps
amplitude ratio, t=2/gamma to 1/gamma 0.4817
first moment of S 5.20000 meV
static response / harmonic response 1.4181
damped partners: peak 4.201, full width 1.112 meV
T = 330 K: peak 3.677, full width 1.312 meV
Stokes line: peak 3.840, full width 1.270 meV
== Tests of the limit ==
cubic self-energy, relative error 1.5e-05
normal-mode spectrum, largest error 3.9e-15
halved coupling: Lorentz error falls by 2.021
halved coupling: skewed-form error falls by 4.132
edge case: Omega 3.0070 meV, gamma/Omega 0.00257
edge case: Lorentz error / height 0.550
```
